\section*{Why Polyethylene Conducts Heat Well in Fibres and Poorly in Bulk}

\section*{Question}

I have always taken polymers to be thermal insulators by nature: light atoms, floppy molecules, weak forces between chains. Bulk polyethylene, at roughly 0.3~W/mK, fits that picture. Yet highly aligned polyethylene nanofibres are reported to reach roughly 100~W/mK along their axis. The molecule is the same, so what has changed? Is it enough to line the chains up? I would like an argument with numbers that I can follow from the force constants onward.

\section*{Answer}

The weak forces act \emph{between} chains. Along a chain there are covalent bonds, so I start with one straight chain, then disturb its conformation, and finally coil it.

\subsection*{How stiff is one straight chain?}

Treat each CH$_2$ group as one mass $m=14.03$~u. Let the bond length be $b=0.153$~nm and the bond angle $\theta=112^\circ$. The energy is $\tfrac12K_r\delta r^2+\tfrac12K_\theta\delta\theta^2+\tfrac12K_\phi\delta\phi^2$, summed over bonds, angles and torsions, with rounded constants $K_r=400$~N/m, $K_\theta=0.9$ and $K_\phi=0.1$~aJ/rad$^2$.

The all-trans chain is a planar zigzag with axial length $a=b\sin(\theta/2)=0.1268$~nm per bond. Pull it with an axial force $F$. The component along a bond is $F\sin(\theta/2)$, so $\delta b=F\sin(\theta/2)/K_r$. Each atom lies $(b/2)\cos(\theta/2)$ off the midline, so the bending moment there is $F(b/2)\cos(\theta/2)$ and the angle opens by this moment divided by $K_\theta$. Since
\[
\delta a=\sin(\theta/2)\,\delta b+\tfrac b2\cos(\theta/2)\,\delta\theta ,
\]
the compliance per bond is
\begin{equation}
s=\frac{\delta a}{F}=\frac{\sin^2(\theta/2)}{K_r}+\frac{b^2\cos^2(\theta/2)}{4K_\theta}
=3.75\times10^{-3}\ \mathrm{m/N}.
\end{equation}
For long waves the chain acts as masses $m$ joined by springs $1/s$: $m\ddot u_n=(u_{n+1}+u_{n-1}-2u_n)/s$. A wave $e^{i(kna-\omega t)}$ gives $\omega^2=2(1-\cos ka)/(ms)\to k^2a^2/(ms)$, hence
\begin{equation}
v=\frac{a}{\sqrt{ms}}=13.6\ \mathrm{km/s}.
\end{equation}
The bands of the full dynamical matrix give the same speed. With an area $A=0.18$~nm$^2$ per chain, the axial modulus is $a/(sA)=188$~GPa. This is not a soft solid along its axis.

\subsection*{How much heat can it carry?}

Connect the chain to reservoirs at slightly different temperatures. A mode moving to the right carries $\int(dk/2\pi)\,v_g h\nu\,n$, where $n$ is the Bose occupation. Because $v_g\,dk=2\pi\,d\nu$, the group velocity cancels and the current is $\int d\nu\,h\nu\,n$. Subtract the opposite current, expand in the temperature difference, and count $M(\nu)$ open modes:
\begin{equation}
G_0=\int d\nu\,M\,h\nu\frac{\partial n}{\partial T}
=k_B\int d\nu\,M(\nu)\,w(\nu),\quad
w=\left[\frac{x/2}{\sinh(x/2)}\right]^2,
\end{equation}
with $x=h\nu/k_BT$. Here I used $h\nu\,\partial n/\partial T=k_Bx^2e^x/(e^x-1)^2$ and $(e^x-1)^2=4e^x\sinh^2(x/2)$. At low frequency $M=4$: three translations and a twist about the axis. At 300~K the bands give $G_0=0.57$~nW/K, or 3.2~GW/m$^2$K per area.

A conductance is not yet a conductivity. In this harmonic model a perfect chain has the same $G_0$ at any length, so $G_0L/A$ grows with $L$. A finite conductivity needs scattering. Put two scatterers in series, with transmission probabilities $T_i=1-R_i$, and add probabilities rather than amplitudes. Summing repeated reflections gives $T=T_1T_2/(1-R_1R_2)$, so
\begin{equation}
\frac{1-T}{T}=\frac{1-R_1R_2-T_1T_2}{T_1T_2}
=\frac{R_1T_2+R_2T_1}{T_1T_2}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.
\end{equation}
The quantity $(1-T)/T$ is additive, hence proportional to length. Call it $L/\Lambda$, where $\Lambda$ is the mean free path for backscattering. With one $\Lambda$ for all modes,
\begin{equation}
G=\frac{G_0}{1+L/\Lambda},\qquad
\kappa=\frac{GL}{A}\to\frac{G_0\Lambda}{A}\quad(L\gg\Lambda).
\label{series}
\end{equation}
If $\Lambda$ varies with frequency, the long-chain limit contains its average with weight $Mw$, provided that this average is finite. A fibre with 100~W/mK therefore needs
\[
\Lambda=\frac{\kappa A}{G_0}=\frac{100\times0.18}{0.568}\ \mathrm{nm}=32\ \mathrm{nm},
\]
about 250 bonds. The model does not predict this length, which in a good crystal is set by anharmonicity and defects. It shows that 100~W/mK asks for a backscattering length of tens of nanometres. If each collision sends a wave forward or backward with equal chance, only half the collisions reverse it, and the free path between collisions is $\Lambda/2$, about 16~nm.

\subsection*{Change the conformation and nothing else}

Now insert a segment with random trans and gauche torsions between two straight chains. The masses, force constants, bond lengths and bond angles stay fixed.

Let $D$ be the mass-weighted force-constant matrix of the segment. Eliminating the straight leads adds self-energies $\Sigma_{L,R}$, so the response is $\mathcal G=(\omega^2-D-\Sigma_L-\Sigma_R)^{-1}$. The right lead exerts the force $-\Sigma_Ru$ on the segment, and the mean power it absorbs is $\tfrac\omega4u^\dagger\Gamma_Ru$ with $\Gamma=i(\Sigma-\Sigma^\dagger)$.

A normalized standing wave $\varphi_q$ of the uncoupled left lead, of length $\ell$, has energy $\omega^2/2$. Half of it moves toward the segment, so the incident power is $\omega^2v_g/(4\ell)$. It drives the segment with $f_q=V\varphi_q$, where $V$ is the coupling, and $u=\mathcal Gf_q$. The ratio of powers is $(\ell/\omega v_g)f_q^\dagger\mathcal G^\dagger\Gamma_R\mathcal Gf_q$. The states of one mode are spaced by $\pi v_g/\ell$ in $\omega$, so summing over modes means applying $\sum_q(\pi v_g/\ell)\,\delta(\omega-\omega_q)$. With $\delta(\omega-\omega_q)=2\omega\,\delta(\omega^2-\omega_q^2)$,
\begin{equation}
\mathcal T=\sum_q2\pi\delta(\omega^2-\omega_q^2)\,f_q^\dagger\mathcal G^\dagger\Gamma_R\mathcal Gf_q
=\mathrm{Tr}\,[\Gamma_L\mathcal G^\dagger\Gamma_R\mathcal G].
\end{equation}
The last step holds because $\sum_q2\pi\delta(\omega^2-\omega_q^2)f_qf_q^\dagger=\Gamma_L$, the spectral form of the lead's self-energy. Replacing $M$ by $\mathcal T$ in $G_0$ gives $G$. For a straight segment this route yields 0.571~nW/K, against 0.568 from the bands.

For the torsions I take a gauche energy of 0.022~eV and a rotation of $\pm115^\circ$ from trans. Neighbouring gauche states of opposite sign are excluded, since they bring atoms four bonds apart to 0.28~nm, compared with 0.38~nm for equal signs. At 300~K, 35\% of the torsions are then gauche. Averages over random segments, with $\Lambda$ and $\kappa_c=G_0\Lambda/A$ extracted through (\ref{series}), are:

\begin{center}
\begin{tabular}{cccc}
$L$ (nm) & $G$ (nW/K) & $\Lambda$ (nm) & $\kappa_c$ (W/mK)\\
1.0 & $0.194\pm0.015$ & 0.52 & 1.7\\
2.0 & $0.124\pm0.009$ & 0.56 & 1.8\\
4.1 & $0.057\pm0.004$ & 0.45 & 1.4\\
8.1 & $0.022\pm0.001$ & 0.33 & 1.0
\end{tabular}
\end{center}

Here $L$ is the number of bonds times $a$, measured along the contour, and the errors are standard errors of the mean. At these lengths the mean free path has fallen from the required 32~nm to between 0.3 and 0.6~nm.

The decrease of $\Lambda$ at the longer lengths needs a comment. Suppose probabilities did add, with a separate rate $r=1/\Lambda(\nu)$ at each frequency, the same in every segment. Then $G/G_0=\langle1/(1+Lr)\rangle$, where the average has weight $Mw$, and the apparent value would obey
\begin{equation}
\frac1{\Lambda_{\rm app}}=\frac1L\left(\frac{G_0}{G}-1\right)
=\frac{\langle r/(1+Lr)\rangle}{\langle1/(1+Lr)\rangle}.
\end{equation}
This is an average of $r$ with weight $1/(1+Lr)$. As $L$ grows, the weight shifts toward small $r$, so $\Lambda_{\rm app}$ could not fall. The calculated fall therefore contradicts this model of one fixed rate per frequency. One might blame the averaging: segments differ, and the mean of $G$ favours those that conduct well. But $\Lambda$ taken from the mean of $1/G$, which has no such preference, falls just as much, from about 0.5~nm at 1~nm to 0.3~nm at 8~nm. The likely cause is interference, which localizes the vibrations. The fall continues beyond the table: at 16~nm, $\Lambda\approx0.2$~nm and $\kappa_c\approx0.6$~W/mK, so the harmonic isolated chain shows no settled value. Anharmonic scattering and contact with other chains would weaken interference in a real polymer, so I keep the range $\kappa_c=1.0$ to 1.8~W/mK found between 1 and 8~nm. This range is a choice of lengths, not a converged result, and its upper end is uncertain by about 0.2~W/mK from sampling.

\subsection*{Is alignment enough?}

No. Consider a g$^+$\,t\,g$^-$ kink in an otherwise straight chain. The two straight parts remain parallel, with a calculated tilt of $0.0^\circ$, so a measure of their direction would call this chain aligned. Yet one kink reduces $G$ from 0.571 to 0.222~nW/K, and eight kinks at random positions reduce it to roughly 0.05~nW/K, averaged over a few arrangements.

If $n$ kinks add $G_0/G-1$ to the relative resistance, each adds $\rho=(G_0/G-1)/n$. Kinks a distance $\ell_k$ apart then give $L/\Lambda=\rho L/\ell_k$, or $\ell_k=\rho\Lambda$. For 100~W/mK with no other scattering,
\[
\ell_k=\left(\frac{0.571}{0.222}-1\right)\times31.7\ \mathrm{nm}\approx50\ \mathrm{nm}.
\]
The eight-kink result gives roughly 40~nm, so additivity is fair but not exact here. These spacings are estimates from an isolated chain with at most eight kinks. In a longer chain, the frequencies that pass a kink most easily carry a growing share of the heat and allow closer kinks. Adding the single-kink resistance separately at each frequency, without interference, gives about 39~nm for eight kinks and about 23~nm for a hundred, and the value is still falling. So 50~nm is the upper end of the estimate. In a crystal, heat may also pass a kink through neighbouring chains, which I have not calculated.

\subsection*{What coiling adds}

A disordered chain also keeps changing direction. First I need its persistence length $l_p$, defined by $\langle\mathbf t(s)\cdot\mathbf t(s')\rangle=e^{-|s-s'|/l_p}$ for the tangent $\mathbf t$. Integrating this twice over a long contour $L$ gives $\langle R^2\rangle=2l_pL$. For $N$ bonds, $L=Na$ and $\langle R^2\rangle=C_\infty Nb^2$, so $l_p=C_\infty b^2/(2a)$.

The ratio $C_\infty$ follows from the torsion statistics. Order the states as t, g$^+$, g$^-$, with $\sigma=e^{-E_g/k_BT}=0.427$, and let
\[
U=\begin{pmatrix}1&\sigma&\sigma\\1&\sigma&0\\1&0&\sigma\end{pmatrix},\qquad
P_{ij}=\frac{U_{ij}\psi_j}{\mu\psi_i},\qquad U\psi=\mu\psi ,
\]
where $\mu$ is the largest eigenvalue. In a long chain the sum over all later torsions is proportional to $\psi$, so $P_{ij}$ is the probability that $j$ follows $i$; its rows sum to one. Let $p$ be its stationary distribution. Use a frame with its first axis along a bond and its second in the plane of that bond and the previous one. With $\alpha=\pi-\theta$, the next frame is reached by
\[
T(\phi)=\begin{pmatrix}\cos\alpha&\sin\alpha&0\\
\sin\alpha\cos\phi&-\cos\alpha\cos\phi&\sin\phi\\
\sin\alpha\sin\phi&-\cos\alpha\sin\phi&-\cos\phi\end{pmatrix}.
\]
Two bonds $k$ apart have mean cosine $c_k=(p\otimes e_1)^T\mathcal M^k(\mathbf 1\otimes e_1)$, where $\mathcal M$ has blocks $P_{ij}T(\phi_j)$, $e_1$ is the first unit vector and $\mathbf 1=(1,1,1)$. Since $\langle R^2\rangle=b^2[N+2\sum_k(N-k)c_k]$, the long-chain limit is
\begin{equation}
C_\infty=1+2\,(p\otimes e_1)^T\mathcal M(1-\mathcal M)^{-1}(\mathbf 1\otimes e_1)=8.97 .
\end{equation}
Explicitly built random coils give 8.96. Thus $l_p=8.97\times0.153^2/(2\times0.1268)=0.83$~nm.

Next, heat leaks between chains. Put parallel chains on a square lattice of spacing $d=\sqrt A$, with contact conductance $g$ per unit length. A transverse gradient $\gamma$ gives a temperature step $\gamma d$ and a heat flow $g\gamma d$ per unit length, through a width $d$. The flux is $g\gamma$, so $g=\kappa_\perp$. Four neighbours give a total exchange coefficient of $4\kappa_\perp$.

In a coil, assume a mean-field environment at $T_m=\gamma z$. Heat balance along the contour reads
\begin{equation}
\kappa_cA\,T''=4\kappa_\perp(T-T_m)\ \Rightarrow\
\lambda^2T''=T-T_m,\quad \lambda=\sqrt{\frac{\kappa_cA}{4\kappa_\perp}} .
\end{equation}
Here $\lambda$ is the distance heat stays on the chain. Differentiate, using $dz/ds=t_z$: $u=T'$ obeys $\lambda^2u''-u=-\gamma t_z$. Its bounded solution is
\[
u(s)=\gamma\int\frac{ds'}{2\lambda}\,e^{-|s-s'|/\lambda}\,t_z(s').
\]
The chains fill the volume, so the flux they carry along $z$ is $-\kappa_c\langle ut_z\rangle$. By isotropy $\langle t_z(s)t_z(s')\rangle=\tfrac13e^{-|s-s'|/l_p}$, and
\begin{equation}
\frac{\kappa_c\langle ut_z\rangle}{\gamma}
=\frac{\kappa_c}{3}\,\frac1\lambda\int_0^\infty dy\,e^{-y/\lambda-y/l_p}
=\frac{\kappa_c}{3}\,\frac{l_p}{l_p+\lambda}.
\end{equation}
Solving the heat equation on random contours gives factors 0.664 and 0.332 for $\lambda/l_p=0.5$ and 2, where the formula gives 0.667 and 0.333.

Contacts also carry heat directly, perpendicular to each segment. This contributes $\kappa_\perp\langle1-t_z^2\rangle=2\kappa_\perp/3$. The deviation $T-T_m$ sends heat equally to all four neighbours and adds no net transport at this level. Hence
\begin{equation}
\kappa_{\rm bulk}=\frac{2\kappa_\perp}{3}+\frac{\kappa_c}{3}\,\frac{l_p}{l_p+\lambda}.
\label{bulk}
\end{equation}
For $l_p\gg\lambda$ this becomes $(\kappa_c+2\kappa_\perp)/3$, the average over directions in a uniform gradient. For $\kappa_\perp\to0$, $\lambda$ diverges and $\kappa_{\rm bulk}$ vanishes: a long coil cannot conduct well if heat must follow its whole contour.

\subsection*{Separating the causes}

Take $\kappa_\perp=0.2$~W/mK, a rough input. First imagine a coil whose contour still had $\kappa_c=100$~W/mK. Then $\lambda=\sqrt{100\times0.18/0.8}=4.7$~nm and
\[
\kappa_{\rm bulk}=0.13+33.3\times\frac{0.83}{0.83+4.74}=5.1\ \mathrm{W/mK}.
\]
This is a thought experiment, since the bends themselves would scatter phonons and Fourier's law would fail within 4.7~nm if $\Lambda=32$~nm. Within (\ref{bulk}), though, coiling alone does not bring 100 down to 0.3.

Now use the disordered chain. For $\kappa_c=1.0$ to 1.8~W/mK, $\lambda$ is 0.48 to 0.63~nm, and
\[
\kappa_{\rm bulk}=0.35\ \text{to}\ 0.47\ \mathrm{W/mK},
\]
a factor of 210 to 280 below the fibre. The share of each cause depends on the order in which they are applied. If coiling comes first, it costs a factor of 20 and disorder a further 11 to 14. If disorder comes first, it costs roughly 60 to 100 by shortening the mean free path, and coiling then costs a further factor of 3 to 4. That factor is smaller than the 20 of the thought experiment mainly because a poorly conducting chain hands its heat over sooner, so $\lambda$ is shorter. This alone would give a factor of about 5; the direct contact term of 0.13~W/mK lowers it to 3 to 4.

Read the bulk value as an order of magnitude; with the 16~nm value $\kappa_c\approx0.6$~W/mK it would be about 0.28~W/mK. It describes a fully disordered material, whereas solid bulk polyethylene is partly crystalline, with small crystals pointing in many directions. It also contains $\kappa_\perp$ as an input, and $\lambda$ is close to the chain spacing of 0.42~nm, where a continuous heat equation is at its limit.

\subsection*{How close is this to a real fibre?}

The calculated modulus of 188~GPa is somewhat low; for the real crystal it is roughly 250~GPa. Another simplification that affects $G_0$ is the isolated chain. Forces between chains alter the slow modes, and those below 3~THz carry 29\% of $G_0$. Removing them all would raise the required $\Lambda$ from 32 to about 45~nm. A hydrogen rocking branch, taken roughly as 22 to 31~THz, would add 6\% to $G_0$. Classical statistics would give 0.74 instead of 0.57~nW/K, so quantum occupation matters at 300~K.

Anharmonicity is a major omission. Classically, one torsion fluctuates by $\sqrt{k_BT/K_\phi}=11.7^\circ$, which is not a tiny displacement. I have therefore not shown that a perfect crystal must reach 100~W/mK, only what that value requires.

Thermal radiation can also affect a measurement. For small temperature differences and emissivity one, the surface loses $h=4\sigma_{\rm SB}T^3=6.1$~W/m$^2$K. For a fibre of diameter $D$ and excess temperature $\vartheta$, heat balance gives
\[
\kappa\frac{\pi D^2}{4}\vartheta''=\pi Dh\vartheta,\qquad q^2=\frac{4h}{\kappa D}.
\]
With the far end at ambient temperature, $\vartheta\propto\sinh q(L-z)$, so the heat entering the hot end is $qL\coth qL$ times the value without loss. For $D=100$~nm, $L=300$~$\mu$m and 100~W/mK, $qL=0.47$ and the excess is 7\%. Counting all that heat as conduction would overstate $\kappa$ by 7\% under these conditions. A fibre of the same size with only the bulk value of 0.3~W/mK would have $qL=8.6$ and appear to conduct 2.6~W/mK, still far below 100, so this loss cannot explain the contrast with bulk. The real error should be smaller still: a polymer fibre much thinner than the thermal wavelength, about 10~$\mu$m, emits weakly, so emissivity one overstates its loss.

So for polyethylene, this model traces the insulating behaviour to the arrangement of the chains, not to the molecule itself. High conduction needs chains that are extended and nearly free of conformational defects, and it holds along the fibre. Across it, heat must still use the weak contacts. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K; CH2 mass 14.03 u
bond 0.153 nm; angle 112 deg; length per bond 0.1268 nm
stretch 400 N/m; bend 0.9 aJ/rad2; torsion 0.1 aJ/rad2
area per chain 0.18 nm2; interchain conductivity 0.2 W/mK
axial compliance per bond 3.752e-03 m/N
sound speed: formula 13.57, bands 13.57 km/s
axial modulus 188 GPa; top frequency 34.6 THz
transmission at 0.14 THz: 4.000
ballistic conductance: bands 0.5683, Green function 0.5711 nW/K
ballistic conductance per area 3.16 GW/m2K
mean free path needed for 100 W/mK: 31.7 nm
gauche energy 0.022 eV; rotation from trans 115 deg
gauche weight 0.427; gauche fraction 0.352
1-5 distance: same gauche 0.381, opposite 0.282 nm
characteristic ratio: matrix 8.97, sampled coils 8.96
persistence length 0.827 nm
disordered: length nm, G nW/K, std error nW/K, mfp nm, conductivity W/mK
  1.01  0.1941  0.0148  0.522  1.66
  2.03  0.1236  0.0093  0.560  1.78
  4.06  0.0570  0.0035  0.450  1.43
  8.12  0.0221  0.0013  0.327  1.04
one kink: G 0.2218 nW/K, G/G0 0.388, tilt 0.0 deg
eight kinks: G 0.0474 nW/K, G/G0 0.083
kink spacing for 100 W/mK: from one 49.9 nm, from eight 43.7 nm
exchange factor, lam/lp 0.5: contours 0.664, formula 0.667
exchange factor, lam/lp 2.0: contours 0.332, formula 0.333
coil of fibre-grade chain: lam 4.74 nm, 5.08 W/mK
disordered coil, low chain value: lam 0.48 nm, 0.35 W/mK
disordered coil, high chain value: lam 0.63 nm, 0.47 W/mK
interchain part of the bulk estimate 0.133 W/mK
fibre / disordered coil: 213 to 284
classical ballistic conductance 0.7415 nW/K
omitted CH2 rocking branch, 22-31 THz: 0.0338 nW/K, 6 % of G0
share of G0 below 3 THz 29 %
thermal torsion amplitude 11.7 deg
fibre diameter 100 nm, length 300 um
radiative coefficient 6.12 W/m2K; extra heat at hot end 7.2 %
\end{verbatim}
